\section*{Why oxygen-stuffed grain boundaries can sharply reduce transport through titanium nitride}

\section{What fixes the form of the flux}

A titanium nitride barrier separates a metal from the material it must not reach. In a film of columnar grains, the boundaries between columns can offer the metal a fast route from one face to the other. Stuffing places oxygen in these boundaries. The question is how much a given amount of oxygen can reduce the steady metal flux.

Treat one boundary as a sheet of sites, with $L$ rows along the flux and $W$ columns across it. A metal atom hops between neighbouring sites at rate $\Gamma$, and the two faces hold occupations that differ by $\Delta c$. For dilute metal the flux $J$, in atoms per unit time, is linear in $\Delta c$. The rate $\Gamma$ is the one quantity in the problem that contains time, so $J$ is proportional to it. A clean sheet consists of $W$ equal columns in parallel, each with $L$ equal steps in series. Hence
\begin{equation}
J=\Gamma\,\Delta c\,\frac{W}{L}\,g ,\qquad g=1\ \text{for the clean sheet}.
\label{form}
\end{equation}
All effects of oxygen are in the dimensionless factor $g$. It depends on the filled fraction $q$ of boundary sites, on how the filled sites are arranged, on $L$ and $W$, and on the relative ease $h$ of passing a filled site. Dimensional analysis does not give $g$. Its value depends on whether the remaining open sites connect the two faces.

The model has a square network, equal site energies, and oxygen that is immobile and placed at random. At first $h=0$: a filled site is closed. Transport through the grains, and along the lines where three boundaries meet, is neglected. The model shows what blocking can do. It does not show that blocking is the sole effect of oxygen in a real film, where reactions, oxide formation and stress may also matter.

\section{Why counting open sites overestimates transport}

Let $c_i$ be the metal occupation of open site $i$. Equal site energies make forward and backward rates equal, so in the steady state
\begin{equation}
\sum_j \Gamma_{ij}(c_i-c_j)=0 .
\end{equation}
Measure $c_i$ from its value at the exit face, divide by $\Delta c$, and call the result $V_i$. This is Kirchhoff's law for a network with potentials $V_i$ and link conductances $k_{ij}=\Gamma_{ij}/\Gamma$, equal to 1 between open sites and 0 otherwise. The faces are plates at $V=1$ and $V=0$, half a link outside the end rows. A half link to an open site has conductance 2, so a clean column has resistance $\tfrac12+(L-1)+\tfrac12=L$. If $G$ is the conductance between the plates, then $g=GL/W$.

Define $E[V]=\sum k_{ij}(V_i-V_j)^2$, summed once over each link. For the true potential, regrouping the sum by sites gives $E=\sum_iV_iI_i$, where $I_i$ is the net current leaving $i$. This current vanishes at interior sites and equals $G$ at the plate with $V=1$, so $E[V]=G$. Now add any change $w$ that vanishes on the plates:
\begin{align}
E[V+w]&=E[V]+2\sum k_{ij}(V_i-V_j)(w_i-w_j)+E[w]\nonumber\\
&=G+2\sum_i w_iI_i+E[w]=G+E[w]\ge G .
\end{align}
The middle term vanishes because either $w_i$ or $I_i$ is zero at every node. Any trial potential therefore gives an upper bound on $G$.

Choose a potential that falls uniformly, by $1/L$ on each full link along the flux and by $1/(2L)$ on each half link. With $N_f$ open full links along the flux and $N_p$ open half links,
\begin{equation}
G\le \frac{N_f}{L^2}+\frac{2N_p}{4L^2},\qquad
g\le\frac{N_f+N_p/2}{LW}.
\end{equation}
A full link is open if both its sites are open, with probability $(1-q)^2$. A half link needs one open site. The averages are $\langle N_f\rangle=(L-1)W(1-q)^2$ and $\langle N_p\rangle=2W(1-q)$, so
\begin{equation}
\langle g\rangle\le(1-q)^2+\frac{q(1-q)}{L}.
\label{count}
\end{equation}
For a thick film the bound is the counting estimate $(1-q)^2$. It credits links in dead ends, which carry no steady current, and it ignores the extra length of detours.

The counting value is reached in the opposite limit of oxygen mobility. If the filled sites were reshuffled at random many times in the mean interval between metal hops, each link would be open for a fraction $(1-q)^2$ of the time, with no memory of earlier blockages. The mean flux would then be reduced by this factor, and no threshold would appear. Blocking much stronger than the counting value thus requires oxygen that moves slowly compared with the metal. Slow motion still opens every blockage from time to time, so the sharp threshold found below belongs to strictly immobile oxygen.

\section{The first few oxygen atoms}

The loss due to one closed site can be found in closed form. Let $x$ be the row coordinate along the flux, with a mean potential drop of 1 per link, so that the undisturbed potential is $-x$. Close the site at the origin. Reflection $x\to-x$ combined with $V\to-V$ leaves the problem unchanged, so $V=0$ on the row $x=0$. If we also assign $V=0$ to the closed site, its two sideways links have no drop and may be kept. The links to $x=\pm1$ matter. Let the potentials there be $V(-1,0)=v$ and $V(1,0)=-v$.

Restore these two links as a device. Each would carry a current $v$ that is absent in the real sheet. To compensate, feed a current $v$ into $(-1,0)$ and withdraw $v$ from $(1,0)$. The response of the complete network to a unit current fed in at the origin is $-a(\mathbf r)$, with
\begin{equation}
a(\mathbf r)=\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dk_x\,dk_y}{4\pi^2}\,
\frac{1-\cos\mathbf k\cdot\mathbf r}{4-2\cos k_x-2\cos k_y},\qquad a(0)=0 .
\end{equation}
Indeed, four times $a$ minus the sum over its neighbours gives $-1$ at the origin and 0 elsewhere. By superposition,
\begin{equation}
V(\mathbf r)=-x-v\,a(x+1,y)+v\,a(x-1,y),
\end{equation}
and at $(-1,0)$ this reads $v=1+v\,a(2,0)$.

To find $a(2,0)$, use $\int_{-\pi}^{\pi}dk_y/[2\pi(A-2\cos k_y)]=1/\sqrt{A^2-4}$ with $A=4-2\cos k_x$. Write $s=\cos k_x$. Then $A^2-4=4(1-s)(3-s)$ and $1-\cos2k_x=2(1-s)(1+s)$. With $dk_x=-ds/\sqrt{1-s^2}$,
\begin{align}
a(2,0)&=\frac1\pi\int_0^\pi\frac{(1-s)(1+s)}{\sqrt{(1-s)(3-s)}}\,dk_x
=\frac1\pi\int_{-1}^{1}\sqrt{\frac{1+s}{3-s}}\,ds\nonumber\\
&=\frac1\pi\int_0^{\pi/4}8\sin^2\theta\,d\theta
=\frac{\pi-2}{\pi}=1-\frac2\pi ,
\end{align}
where $1+s=4\sin^2\theta$. Therefore $2v/\pi=1$ and $v=\pi/2$.

Now sum the currents on all links along the flux in a sheet of $N=LW$ sites. With every link present the sum equals the total drop, $N$. The two fictitious links contribute $2v$, which must be removed. The real sum is $N-2v=N-\pi$, so one closed site far from the faces gives $g=1-\pi/N$ in a large sheet. A direct solution of Kirchhoff's equations for a sheet of $41\times41$ sites with its central site closed gives $N(1-g)=3.139$, close to $\pi$.

At small $q$ the closed sites are far apart. The field of each source and sink pair falls as the inverse square of distance and averages to zero over directions, so the losses add to leading order:
\begin{equation}
g=1-\pi q+\text{higher orders in }q .
\label{dilute}
\end{equation}
The slope $\pi$ holds for a thick sheet. A closed site next to a face costs less, which lowers the slope by a relative amount of order $1/L$. Counting gives $1-2q$. The difference arises because the metal piles up in front of the closed site and is depleted behind it. Each missing link then suppresses a current $\pi/2$ instead of 1.

\section{Why the open path disappears before half filling}

Equation~(\ref{dilute}) would reach zero at $q=1/\pi\simeq0.32$, but it does not hold there. The loss of the path is a question of geometry.

Draw each site as a unit square. Metal moves between squares that share an edge. Consider a box with an entry side, an exit side and two lateral sides. Either an open path joins entry to exit, or a chain of closed squares joins the lateral sides, where successive closed squares may touch at an edge or at a corner.

Both cannot occur. Lines joining the centres of successive path squares run along the network, while those of the chain run along it or diagonally. Two such lines can meet at site centres and nowhere else, and no site is both open and closed. One of the two must occur. If no path crosses, take all open squares connected to the entry side. The edge of this region that faces the exit is a continuous line between the lateral sides. The squares just beyond it are closed, and successive ones coincide or share an edge or a corner.

The wall may therefore use diagonal contacts that the metal may not. At $q=1/2$ open and closed sites are equally common, so in a square box a wall is at least as likely as a path. To locate the threshold, give each site a random number between 0 and 1 and close all sites whose number lies below $q$. Bisection then finds the $q$ at which the last crossing path disappears. The average over 250 boxes of $96\times96$ sites is
\begin{equation}
q_c=0.407\pm0.001 ,
\end{equation}
where the uncertainty is the standard error of sampling. Boxes of $48\times48$ sites give $0.405\pm0.002$.

The network matters. On a triangular network each site has six neighbours, and path and wall use the same contacts. Exchanging open and closed sites then makes the box threshold symmetric about $1/2$. The same sampling with $48\times48$ sites gives $0.502\pm0.002$. The value 0.41 is thus a property of the square network and not a constant of titanium nitride.

Arrangement matters as well. In a film of 40 rows, one completely filled row has $q=1/40=0.025$ and gives $g=0$. Filling two of every five columns along the flux has $q=0.40$, yet leaves straight open columns and gives $g=0.60$. A measured oxygen content alone does not determine the barrier's quality.

\section{How large the reduction is}

Take 40 rows with a site spacing of 0.25~nm, a film 10~nm thick. The table gives averages over six random sheets of 200 columns, periodic across the flux, from direct solution of Kirchhoff's equations. The last column allows a relative conductance $h=0.001$ for every link that touches a filled site. These are round model parameters.

\begin{center}
\begin{tabular}{cccc}
$q$ & $(1-q)^2$ & $g$, $h=0$ & $g$, $h=0.001$\\
0.05 & 0.90 & $0.848\pm0.003$ & 0.848\\
0.10 & 0.81 & $0.706\pm0.003$ & 0.706\\
0.20 & 0.64 & $0.440\pm0.003$ & 0.441\\
0.30 & 0.49 & $0.204\pm0.003$ & 0.208\\
0.40 & 0.36 & $0.034\pm0.004$ & 0.045\\
0.45 & 0.30 & $0.002\pm0.001$ & 0.011\\
0.50 & 0.25 & none found & 0.005
\end{tabular}
\end{center}

At $q=0.05$ the dilute formula gives $1-0.157=0.843$, close to the computed value. At $q=0.30$ it gives 0.058, far too low. There the computed flux is reduced by $1/0.204=4.9$, while counting predicts $1/0.49=2.0$. Going from $q=0.30$ to 0.40 reduces the flux by a further factor of $0.204/0.034=6$. This factor belongs to 40 rows: near the threshold $g$ itself falls with thickness, so the factor is smaller in thinner films and larger in thicker ones. The entry at $q=0.45$, $h=0$ rests on rare paths and is uncertain by about a factor of two, and the last two entries with leakage by 10 to 20\%.

The oxygen needed can be small on the scale of the whole film. Let the columns be hexagons of width $d$ between opposite sides, with boundaries of width $\delta$. Half of each boundary belongs to each neighbour, so the grain interior is a hexagon of width $d-\delta$. Areas scale as the square of width, and for equal site density the boundary share of sites is
\begin{equation}
f=1-\left(1-\frac{\delta}{d}\right)^2 .
\end{equation}
For $d=20$~nm and $\delta=0.25$~nm, $f=1-0.9875^2=0.0248$. A boundary filling of 0.30 then occupies $0.30\times0.0248\simeq0.7\%$ of all sites, and the threshold corresponds to about $1.0\%$. The share grows nearly as $1/d$, and 20~nm is wide for a film 10~nm thick. For $d=5$~nm, $f=1-0.95^2=0.0975$ and the threshold corresponds to about $4\%$. These figures require all the oxygen to sit in the boundaries, and the boundaries to be one site thick. A thicker boundary holds more sites and offers the metal ways around a filled one, so the threshold and the oxygen needed are both higher. Oxygen inside the grains adds to the measured content without closing these paths.

\section{Thickness beyond the threshold}

Below the threshold a sufficiently thick sheet behaves as a uniform conductor, and $G/W=g/L$ halves when the thickness doubles. The thickness needed for this grows as the filling approaches the threshold. Beyond it, a crossing needs an unusually long open cluster.

To see the consequence, centre a box of $2R+1$ by $2R+1$ sites on a given site, and let $C$ be the open cluster of that site inside the box. Let $\varphi$ be the mean number of links by which $C$ leaves the box. Suppose an open path runs from the centre to a distance $n(R+1)$, measured by the larger of the two coordinate differences. After its last site in $C$, the path must step out of the box, since an open neighbour inside would belong to $C$. From there it must cover a distance of at least $(n-1)(R+1)$ through sites whose state is independent of $C$. If $P_n$ is the probability of such a path, summing over exits gives
\begin{equation}
P_n\le\varphi P_{n-1}\quad\Rightarrow\quad P_n\le\varphi^n .
\end{equation}
An entry half link carries at most a current of 2, and carries none unless its site is joined to the exit row. In a very wide sheet the mean conductance therefore obeys $G/W\le2\varphi^n$, where $n$ is the integer part of $(L-1)/(R+1)$. If $\varphi<1$ for some $R$, the flux falls at least exponentially at large thickness. At $q=0.50$ and $R=30$, sampling 4000 boxes gives $\varphi=0.07\pm0.01$, well below 1.

Network solutions show the contrast already in thin films. Each value below averages three sheets, of 1000 columns at $q=0.20$ and 4000 at $q=0.50$. At $q=0.20$, doubling from 16 to 32 rows changes $G/W$ from 0.0283 to 0.0138, a ratio of 0.49. At $q=0.50$, sheets of 8, 16 and 32 rows give about $5\times10^{-3}$, $5\times10^{-4}$ and $1\times10^{-5}$. The last value is an order of magnitude, since no sampling error was computed for it. It also shows why ``none found'' in the table does not mean zero: a wider sheet can contain a rare open path. A real device has a long total length of boundary, so its worst places matter.

\section{The leakage floor}

Filled sites may slow the metal without stopping it. Let every link that touches a filled site have relative conductance $h<1$. Lowering the open links to $h$ as well cannot raise $G$, because it lowers $E$ for every trial potential. The result is a uniform sheet of conductance $hW/L$, so $g\ge h$.

Suppose no open path crosses. Then a trial potential can be constant on each open cluster, 1 on those that touch the entry plate and 0 on all other sites, filled ones included. It has drops on leaky links alone, so $G\le hK$ with $K$ independent of $h$. Moreover $G/h$ is the minimum of $E/h$, in which leaky links have weight 1 and open links $1/h$. It cannot fall as $h$ decreases, and it is bounded by $K$, so it tends to a constant. The flux is then proportional to $h$ for small $h$. For one sheet of 40 by 200 sites at $q=0.60$ without an open path, $g/h=1.96$ at both $h=10^{-4}$ and $10^{-5}$.

At $q=0.50$ and $h=0.001$ the computed value is $g=0.0053$, rounded to 0.005 in the table. This is a reduction by roughly 200, where complete blocking would give far more. Since $G/W\ge h/L$ falls more slowly than an exponential, leakage takes over in thick films beyond the threshold. Extra thickness then no longer brings the exponential gain.

\section{What to do about it}

The oxygen should be in the boundaries, arranged so that it interrupts every path, and immobile at the service temperature. In this model, if $h$ is about 0.001 or less, a boundary filling somewhat above the threshold is worth much more than one somewhat below it. A larger $h$ weakens this contrast, since $g$ cannot fall below $h$. Once leakage dominates, further filling brings less, and the remedy is to lower $h$ or the transport through the grains.

Comparing steady fluxes at two thicknesses helps to identify the regime. A drop much steeper than $1/L$ points to a filling near or beyond the threshold, provided that the films have the same boundary structure and oxygen filling. A $1/L$ law is ambiguous, since it fits an open network, a leakage floor, and oxygen that moves slowly and so opens paths from time to time. The steady flux also does not give the time to failure: dead ends carry no steady current, but they store metal while the film fills.
